# Fitting Growth and Evaporation Constants to Paralinear Mass-Change Records

## Two weighings

A metal coupon oxidizes in a hot gas while its oxide slowly evaporates. Early in the exposure, its mass change per unit area has the form

\[
w(t)=A\sqrt t-Bt .
\]

The first term comes from oxygen uptake by diffusion-controlled growth, the second from evaporation. The link between \(A,B\) and the rate constants is derived below. Suppose the coupon is weighed twice, at \(L/4\) and at \(L\), with independent errors of standard deviation \(\sigma\). The starting mass is taken as known exactly; an error of the same size in it would enter both readings and raise the variance \(5\sigma^2\) found below to \(6\sigma^2\). Apart from these errors, the readings are

\[
y_1=\tfrac12A\sqrt L-\tfrac14BL,\qquad y_2=A\sqrt L-BL .
\]

Doubling the first and subtracting the second removes growth:

\[
2y_1-y_2=-\tfrac12BL+BL=\tfrac12BL,\qquad B=\frac{2(2y_1-y_2)}{L}.
\]

The variance of \(2y_1-y_2\) is \(4\sigma^2+\sigma^2=5\sigma^2\), so

\[
\operatorname{se}(B)=\frac{2\sqrt5\,\sigma}{L}.
\]

Similarly, \(4y_1-y_2=A\sqrt L\), which gives \(\operatorname{se}(A)=\sqrt{17}\,\sigma/\sqrt L\). Shortening the record fourfold doubles the error of \(A\) but quadruples that of \(B\). The evaporation signal \(BL\) has shrunk while the noise has not.

A balance drift \(d\,t\) changes \(B\) to \(B-d\). In this early form, no number of readings can separate drift from evaporation. The full growth law shows when they become separable.

## The growth law and what the balance records

Let \(x\) be the oxide thickness, \(k\) the parabolic constant and \(s\) the thickness evaporated per unit time. The model is

\[
\frac{dx}{dt}=\frac kx-s,\qquad x(0)=0 .
\]

Without evaporation this gives \(x^2=2kt\), which fixes the convention for \(k\). Both constants are taken as independent of time.

Let \(\rho\) be the oxide mass per unit area and unit thickness, and \(a\) the oxygen mass fraction of the oxide. By time \(t\), the total thickness formed is \(x+st\), the part present plus the part lost. The coupon has gained oxygen \(\rho a(x+st)\) and lost oxide \(\rho st\). Any further oxygen in the vapour molecule comes from the gas and was never on the coupon. Hence

\[
w=\rho a(x+st)-\rho st=\rho\,[ax-(1-a)st].
\]

Define \(T=k/s^2\), \(\tau=t/T\) and \(X=sx/k\). Since \(k/x=s/X\),

\[
\frac{dX}{d\tau}=\frac{s}{k}\frac{k}{s^2}\left(\frac sX-s\right)=\frac1X-1 .
\]

Separating variables and writing \(X/(1-X)=-1+1/(1-X)\) gives

\[
-X-\ln(1-X)=\tau .
\]

At late times \(X\to1\), so the thickness approaches \(k/s\), where growth balances evaporation.

For early times, set \(p=\sqrt{2\tau}\). Expanding the logarithm turns the solution into

\[
\frac{X^2}{2}+\frac{X^3}{3}+\frac{X^4}{4}+\cdots=\frac{p^2}{2}.
\]

Insert \(X=p+bp^2+cp^3+\cdots\). The \(p^3\) terms require \(b+1/3=0\), so \(b=-1/3\). The \(p^4\) terms require

\[
\frac{b^2}{2}+c+b+\frac14=0,
\qquad c=\frac13-\frac14-\frac1{18}=\frac1{36}.
\]

Thus \(X=p-p^2/3+p^3/36+O(p^4)\). Since \((k/s)p=\sqrt{2kt}\) and \((k/s)p^2=2st\), the first two terms give \(x\simeq\sqrt{2kt}-\tfrac23st\), and

\[
w\simeq\rho\left[a\sqrt{2kt}-\left(1-\frac a3\right)st\right].
\]

This identifies \(A=\rho a\sqrt{2k}\) and \(B=\rho(1-a/3)s\). The correction \(a/3\) arises because evaporation thins the scale, which then grows faster and takes up extra oxygen.

## The Jacobian

The Jacobian contains the derivatives of each predicted reading with respect to the parameters. From \(x=(k/s)X(\tau)\), \(\partial\tau/\partial k=-\tau/k\) and \(\partial\tau/\partial s=2\tau/s\),

\[
\frac{\partial x}{\partial k}=\frac{X-\tau X'}s,\qquad
\frac{\partial x}{\partial s}=\frac k{s^2}(2\tau X'-X),
\]

where \(X'=(1-X)/X\). Multiplying the derivatives of \(w\) by \(k\) and \(s\) gives columns for relative changes of the constants:

\[
G_k=\rho\frac ks\,a(X-\tau X'),
\]
\[
G_s=\rho\frac ks\,[a(2\tau X'-X)-(1-a)\tau].
\]

Near the solution, the fit is a linear least-squares problem. Let \(r_s\) be the part of column \(G_s\) orthogonal to all other fitted columns. The least-squares residual is orthogonal to every column, hence also to \(r_s\). Projecting the noise vector \(\epsilon\) on \(r_s\) therefore isolates the error in \(\ln s\):

\[
\delta\ln s=\frac{r_s\cdot\epsilon}{\|r_s\|^2},\qquad
\frac{\operatorname{se}(s)}s=\frac\sigma{\|r_s\|}.
\]

The same construction gives the error of \(k\). It assumes independent noise of equal variance and errors small enough for linearization.

## Why a short record fails

For \(t\ll T\), use \(\tau\,d(p^n)/d\tau=(n/2)p^n\) in the columns. To leading order,

\[
G_k\simeq\tfrac12\rho a\sqrt{2kt},\qquad
G_s\simeq-\rho\left(1-\frac a3\right)st .
\]

Take \(N\) equally spaced readings, with \(N\) large, and set \(q=t/L\). Sums become \(N\) times averages over \(0<q<1\), for which \(\langle q^{n/2}\rangle=2/(n+2)\). The mean-square part of \(q\) that \(\sqrt q\) cannot imitate is

\[
\langle q^2\rangle-\frac{\langle q^{3/2}\rangle^2}{\langle q\rangle}
=\frac13-\frac{(2/5)^2}{1/2}=\frac1{75}.
\]

Therefore \(\|r_s\|=\sqrt N\,\rho(1-a/3)sL/\sqrt{75}\), and

\[
\frac{\operatorname{se}(s)}s=
\frac{5\sqrt3\,\sigma}{\sqrt N\,\rho(1-a/3)sL}.
\]

For \(k\), the part of \(\sqrt q\) orthogonal to \(q\) has mean square \(1/2-(4/25)/(1/3)=1/50\). Hence

\[
\frac{\operatorname{se}(k)}k=
\frac{10\sigma}{\sqrt N\,\rho a\sqrt{kL}} .
\]

The squared cosine between the columns tends to \((2/5)^2/[(1/2)(1/3)]=24/25\), not to one. In this limit the overlap multiplies each standard error by five relative to a fit with the other constant known. The factor settles at five instead of growing without bound as \(L\) shrinks. What worsens is the size of the evaporation signal.

Writing \(sL=(k/s)(L/T)\) shows that the relative error of \(s\) varies as \(T/L\) when \(k\), \(s\), \(N\) and \(\sigma\) are fixed. Yet \(k\) cancels from the error itself. Thus \(L\ll T\) does not by itself prevent a good determination; sufficiently quiet data can still provide one.

The opposite limit confirms that \(T\) is no sharp threshold. The exact solution gives \(1-X=e^{-\tau-X}\), so for \(\tau\gg1\) we have \(X\to1\) and \(\tau X'\to0\). Then \(G_k\) is constant and \(G_s\) is a constant plus \(-\rho(1-a)st\). Removing a constant from \(q\) leaves mean square \(1/3-1/4=1/12\), so

\[
\frac{\operatorname{se}(s)}s\simeq
\frac{2\sqrt3\,\sigma}{\sqrt N\,\rho(1-a)sL}.
\]

The dependence is again \(1/L\). This limit is approached slowly, because the early readings still lie in the transient: for chromia the full error exceeds the formula by about 52% at \(L=5T\), 27% at \(10T\) and 8% at \(30T\). The coefficient is smaller than in the short-record formula when \(a<9/13\), as it is for chromia.

## Unknown offset and unknown drift

If the balance zero is also fitted, a constant column joins the Jacobian. Project \(q\) on \(1\) and \(\sqrt q\), writing the projection as \(\alpha+\beta\sqrt q\). Orthogonality gives

\[
\frac12=\alpha+\frac{2\beta}3,\qquad
\frac25=\frac{2\alpha}3+\frac\beta2 .
\]

Thus \(\beta=6/5\) and \(\alpha=-3/10\). The remaining mean square is

\[
\frac13+\frac3{10}\cdot\frac12-\frac65\cdot\frac25=\frac1{300}.
\]

This is one quarter of \(1/75\), so the unknown offset doubles the short-record error of \(s\).

An unknown linear drift adds a column proportional to \(t\), which absorbs the leading part of \(G_s\). The first surviving part comes from \(p^3/36\) in \(X\). The operation \(2\tau\,d/d\tau-1\) multiplies it by two, leaving \(\rho(k/s)a\,p^3/18\), proportional to \(t^{3/2}\). At leading order, \(G_k\) still removes \(\sqrt t\).

Write the projection of \(q^{3/2}\) as \(\beta\sqrt q+\gamma q\). Orthogonality gives

\[
\frac13=\frac\beta2+\frac{2\gamma}5,\qquad
\frac27=\frac{2\beta}5+\frac\gamma3,
\]

with solution \(\beta=-10/21\), \(\gamma=10/7\). The remaining mean square is

\[
\frac14+\frac{10}{21}\cdot\frac13-\frac{10}7\cdot\frac27=\frac1{1764}=\frac1{42^2}.
\]

Since \(p^3=(2L/T)^{3/2}q^{3/2}\),

\[
\frac{\operatorname{se}(s)}s=
\frac{18\cdot42\,\sigma}{2^{3/2}a\sqrt N\,\rho(k/s)}
\left(\frac TL\right)^{3/2}.
\]

The numerical factor \(18\cdot42/2^{3/2}\) equals \(189\sqrt2\), about 267. Here \(T\) matters strongly: the fit must see the departure from the early two-term law.

A very long record brings a different difficulty. Once \(x\) has settled at \(k/s\), the data contain one intercept and one slope, which cannot fix \(k\), \(s\) and a drift. The initial transient must still be sampled.

## The fitting method

1. Fit \(c_1\sqrt t+c_2t\) by linear least squares. Provided \(c_1>0\), start from \(k=\tfrac12[c_1/(\rho a)]^2\) and \(s=-c_2/[\rho(1-a/3)]\).

2. At each reading, solve for \(v=\ln(1-X)\). Because \(X=1-e^v\), the growth law becomes \(e^v-1-v=\tau\). Newton's method replaces \(v\) by

\[
v-\frac{e^v-1-v-\tau}{e^v-1},
\]

starting from \(v=-s\sqrt{2t/k}\). Near \(s=0\), use the short-time series for \(x\) and its derivatives.

3. Form the residuals \(y_i-w_i\) and the Jacobian for \(\ln k\) and \(s\). The Gauss–Newton step is the linear least-squares solution of "Jacobian times step equals residual". Halve the step until the sum of squared residuals no longer rises, then repeat until the step is negligible.

4. Obtain the standard errors from the final Jacobian and \(\sigma\).

Using \(\ln k\) keeps \(k\) positive. The rate \(s\) should remain free to become negative in the fit: noise can push the best value below zero, and forbidding this would bias the average upward. The equation for \(v\) covers this case through its positive root.

## A chromia example

Take \(k=0.2\) µm²/h and \(s=0.02\) µm/h. Then \(T=0.2/0.02^2=500\) h and \(k/s=10\) µm. For Cr₂O₃, \(a=0.3158\), and a density of 5.22 g/cm³ gives \(\rho=0.522\) mg/cm² per µm. There are \(N=40\) readings at the midpoints of equal intervals, with \(\sigma=0.02\) mg/cm².

For \(L=5\) h, the short-record formula gives

\[
\frac{5\sqrt3(0.02)}{\sqrt{40}(0.522)(0.8947)(0.02)(5)}=0.59 .
\]

The error of \(k\) is \(10(0.02)/[\sqrt{40}(0.522)(0.3158)\sqrt{0.2\cdot5}]=0.19\). The table gives relative standard errors in percent from the full Jacobian at the 40 reading times.

| \(L\) (h) | \(k\) | \(s\) | \(s\), offset | \(s\), drift |
|---:|---:|---:|---:|---:|
| 5 | 19 | 59 | 121 | 48,000 |
| 20 | 9.6 | 15 | 30 | 5,700 |
| 100 | 4.3 | 3.0 | 6.1 | 455 |
| 500 | 1.9 | 0.60 | 1.15 | 34 |
| 2500 | 0.79 | 0.09 | 0.13 | 4.5 |

The first two error columns are for fits of \(k\) and \(s\) alone, and they assume that the zero of the mass change is known much better than \(\sigma\). A zero error of size \(\sigma\), common to all readings and ignored in the fit, would by itself shift \(s\) by about 27% at 20 h, more than the 15% tabulated. Fitting the offset with one extra reading at \(t=0\) gives 96% at 5 h and 24% at 20 h, between the second and third error columns. Errors far above 100% mean that the data do not determine \(s\); they are not realistic widths of a nonlinear fit.

Without offset or drift, a numerical root search puts the 10% error in \(s\) at 30 h, only \(0.06T\). With drift, a search over 200 lengths from 50 to 50,000 h, still with 40 readings, finds the smallest error, 3.5%, near 5400 h.

The mass curve bends early. Setting \(dw/dt=\rho(ak/x-s)=0\) gives \(X=a\), hence \(t=T[-a-\ln(1-a)]=32\) h. The maximum gain is 0.29 mg/cm².

Fitting 600 synthetic 5 h records, each with fresh Gaussian noise, gives a scatter in \(s\) of 60%; 5.7% of these fits return a negative \(s\). With 600 trials this fraction has a sampling error of about 0.9 percentage points; a Gaussian of width 59% gives 4.5%. For 600 records of 500 h, the scatter is 0.60%. One separate 20 h record gives \(s=0.0196\) µm/h. Its closeness to 0.02 is chance, since the expected error is 15%.

## Comparison with a real coupon

The constants are illustrative choices for a chromia scale on pure chromium near 1273 K in fast-flowing humid air, not measured values. For a real coupon they must be determined for the metal, humidity and flow in use. Real experiments can also break the assumptions of a clean start and a steady balance. If 0.1 µm of oxide forms before the balance is zeroed, fitting a 20 h noise-free record as though it began bare lowers \(s\) by 21%. An assumed drift of 0.001 mg/cm² per hour lowers it by 11%. Both are comparable with the 15% random error. With an assumed activation energy of 250 kJ/mol, a 3 K error changes \(k\) by 5.7%. Losing the scale from 1% of the area after 2500 h removes 0.052 mg/cm², or \(2.6\sigma\). Over the same time, metal recession shrinks the faces of a 15 mm square coupon by about 0.8%. The outer oxide face shrinks less, by about 0.5%. Unless the area is corrected, the fitted \(s\) comes out low by about 0.15% if evaporation scales with the outer face, and by about 0.5% if it scales with the metal face; either exceeds the 0.09% random error in the table. Nitrogen uptake in air is also omitted and has not been sized.

Gas transport can be estimated with a stagnant film of thickness \(\delta=2\) mm and flux \(D\Delta P/(R\theta\delta)\), where \(D\) is diffusivity, \(\Delta P\) the partial-pressure difference, \(R\) the gas constant and \(\theta\) the temperature. For oxygen at 20 kPa with \(D=2\) cm²/s, supply would limit growth only below 0.015 nm, less than an atomic diameter, so this limit is negligible here. Carrying away the chosen evaporation flux with \(D=1\) cm²/s requires a chromium-vapour pressure of 0.08 Pa at the surface. The pressure available depends on the water and oxygen content of the gas. If the gas cannot sustain 0.08 Pa, the assumed \(s\) is too large for this film.

Numbers in the example were calculated in double precision.
